\section*{Spin-dependent quantum-well resonances and reflection phases in a double-barrier junction}

\section{A well with impenetrable walls}

Take an electron of mass $m_w$ in a ferromagnetic layer $0<z<d$ with hard walls. Its band bottom $V_\sigma$ depends on its spin $\sigma$. In Hartree atomic units its wave number is $k_\sigma=\sqrt{2m_w(E-V_\sigma)}$. The wave must vanish at each wall, so an incident wave of amplitude 1 returns with amplitude $-1=e^{-i\pi}$. A round trip contributes $2k_\sigma d$ from propagation and $-\pi$ from each wall. The wave reinforces itself if
\begin{equation}
2k_\sigma d-\pi-\pi=2\pi n,\qquad k_\sigma d=(n+1)\pi,\qquad n=0,1,2,\ldots
\end{equation}
The energies are therefore
\begin{equation}
E_{n\sigma}=V_\sigma+\frac{(n+1)^2\pi^2}{2m_wd^2}.
\label{hard}
\end{equation}
Here the reflection phase is the same for both spins, and the exchange splitting of the band shifts the whole ladder rigidly. A real tunnel barrier lets the wave penetrate, and both statements change.

\section{The junction}

The ferromagnetic well now lies between two barriers of height $U$, mass $m_b$ and widths $b_L,b_R$, backed by ferromagnetic electrodes. Each metal has one parabolic band per spin. The magnetizations are collinear and spin-orbit coupling is neglected, so spin is conserved. The motion is coherent, the bias is zero and incidence is normal. A conserved in-plane momentum $p$ would add $p^2/2m$ to the potential of each layer, with that layer's mass.

At each interface $\psi$ and $\psi'/m$ are continuous; the second condition conserves current. For $V_\sigma<E<U$ define
\begin{equation}
k=\sqrt{2m_w(E-V_\sigma)},\quad \kappa=\sqrt{2m_b(U-E)},\quad
\beta=\frac{\kappa m_w}{k m_b}.
\label{defs}
\end{equation}
The spin index on $k$ and $\beta$ is understood. Time dependence is $e^{-iEt}$, so $e^{ikz}$ moves to the right. The claim is that resonances satisfy
\begin{equation}
\Theta(E)\equiv 2kd+\varphi_L+\varphi_R=2\pi n ,
\label{main}
\end{equation}
where $\varphi_{L,R}$ are the phases of reflection from the two faces, seen from inside the ferromagnet.

The phases refer to the faces themselves. If a reference plane is moved outward by $a$, the path $2kd$ grows by $2ka$ and the phase there falls by $2ka$. Only the sum has physical meaning.

\section{First derivation: adding round trips}

\subsection{Reflection from a thick barrier}

Put the right face at $z=0$ for the moment. The wave is $e^{ikz}+re^{-ikz}$ in the well and proportional to $e^{-\kappa z}$ in the barrier. Dividing the two continuity conditions gives
\begin{equation}
\frac{ik}{m_w}\frac{1-r}{1+r}=-\frac{\kappa}{m_b}
\quad\Rightarrow\quad \frac{1-r}{1+r}=i\beta .
\end{equation}
Solving for $r$,
\begin{equation}
r_\infty=\frac{1-i\beta}{1+i\beta}=e^{i\varphi},\qquad
\varphi=-2\arctan\beta .
\label{phase}
\end{equation}
By mirror symmetry the left face has the same phase. The barrier potential does not depend on spin, but $\varphi$ does: $\beta$ contains the wave number in the ferromagnet. The phase belongs to the interface, not to the barrier alone.

\subsection{The sum}

Let $t_L,t_R$ be flux-normalized transmission amplitudes of the two barriers, and $r_L,r_R$ the reflection amplitudes seen from the well. An electron entering from the left can leave at once or after any number of round trips, each multiplying its amplitude by $r_Lr_Re^{2ikd}$. Hence
\begin{equation}
t=t_Lt_Re^{ikd}\sum_{j=0}^{\infty}\left(r_Lr_Re^{2ikd}\right)^j
=\frac{t_Lt_Re^{ikd}}{1-r_Lr_Re^{2ikd}} .
\end{equation}
Write $R_j=|r_j|^2$, $T_j=|t_j|^2=1-R_j$ and $\rho=\sqrt{R_LR_R}$. Since $|1-\rho e^{i\Theta}|^2=1+\rho^2-2\rho\cos\Theta$ and $\cos\Theta=1-2\sin^2(\Theta/2)$,
\begin{equation}
T=\frac{T_LT_R}{(1-\rho)^2+4\rho\sin^2(\Theta/2)} .
\label{airy}
\end{equation}
The second term in the denominator vanishes when (\ref{main}) holds. In a symmetric junction $\rho=R_L$, so $T=(1-R_L)^2/(1-R_L)^2=1$ there, the largest value possible. In an asymmetric junction the slow energy dependence of $T_L$, $T_R$ and $\rho$ can displace the maximum slightly.

\subsection{Line shape}

The width requires the slope of $\Theta$. From (\ref{defs}), $k'=m_w/k$ and $\kappa'=-m_b/\kappa$, where the prime is $d/dE$. Therefore
\begin{align}
\beta'&=\beta\left(\frac{\kappa'}{\kappa}-\frac{k'}{k}\right)
=-\beta\left(\frac{m_b}{\kappa^2}+\frac{m_w}{k^2}\right),\\
\varphi'&=-\frac{2\beta'}{1+\beta^2}
=\frac{2\beta}{1+\beta^2}\left(\frac{m_w}{k^2}+\frac{m_b}{\kappa^2}\right).
\end{align}
With two faces,
\begin{equation}
\Theta'=\frac{2m_wd}{k}+\frac{4\beta}{1+\beta^2}
\left(\frac{m_w}{k^2}+\frac{m_b}{\kappa^2}\right)>0 .
\label{slope}
\end{equation}
The first term is the classical round-trip time, and the second is the delay at the faces.

For $T_j\ll1$, $1-\rho\simeq(T_L+T_R)/2$. Near a resonance $E_r$, $4\rho\sin^2(\Theta/2)\simeq\Theta'^2(E-E_r)^2$. Dividing numerator and denominator of (\ref{airy}) by $\Theta'^2$ gives
\begin{equation}
T\simeq\frac{4T_LT_R}{(T_L+T_R)^2}\,
\frac{(\Gamma/2)^2}{(E-E_r)^2+(\Gamma/2)^2},\qquad
\Gamma=\frac{T_L+T_R}{\Theta'} .
\label{lorentz}
\end{equation}

\subsection{How the electrode enters the phase}

In a barrier of finite width $b$ the evanescent wave reaches the electrode, is partly turned back and returns to the well. Let the electrode have wave number $q$ and mass $m_e$, and set $\gamma=qm_b/(\kappa m_e)$. At the far interface, $e^{-\kappa(z-b)}+s\,e^{\kappa(z-b)}$ joins an outgoing wave $e^{iq(z-b)}$, so
\begin{equation}
-\frac{\kappa}{m_b}\frac{1-s}{1+s}=\frac{iq}{m_e}
\quad\Rightarrow\quad s=\frac{1+i\gamma}{1-i\gamma}
=\frac{1-\gamma^2+2i\gamma}{1+\gamma^2}.
\label{s}
\end{equation}
The wave enters the barrier with amplitude $1+r_\infty=2/(1+i\beta)$. It returns to the well face multiplied by $s\varepsilon$, where $\varepsilon=e^{-2\kappa b}$. Its exit amplitude $\tau$ follows by matching $e^{\kappa z}+(\tau-1)e^{-\kappa z}$ in the barrier to $\tau e^{-ikz}$ in the well:
\begin{equation}
\frac{\kappa}{m_b}(2-\tau)=-\frac{ik}{m_w}\tau
\quad\Rightarrow\quad \tau=\frac{2}{1-i/\beta}=\frac{2i\beta}{1+i\beta}.
\end{equation}
To first order in $\varepsilon$ the relative change of $r$ is the product of these factors divided by $r_\infty$:
\begin{equation}
\frac{\delta r}{r_\infty}
=\frac{4i\beta s\varepsilon}{(1+i\beta)^2}\,\frac{1+i\beta}{1-i\beta}
=\frac{4i\beta s\varepsilon}{1+\beta^2}.
\end{equation}
This is $\delta\ln r$. Its imaginary part is the phase change; its real part is $\tfrac12\ln R_j\simeq-T_j/2$. Thus, for each barrier,
\begin{equation}
\delta\varphi=\frac{4\beta\varepsilon(1-\gamma^2)}{(1+\beta^2)(1+\gamma^2)},
\qquad
T_j=\frac{16\beta\gamma\varepsilon}{(1+\beta^2)(1+\gamma^2)} .
\label{correction}
\end{equation}
Expanding (\ref{main}) about the closed-well level $E_n$ yields
\begin{equation}
\delta E=-\frac{\delta\varphi_L+\delta\varphi_R}{\Theta'} .
\label{shift}
\end{equation}
A slow electrode, $\gamma<1$, lowers the level; a fast one raises it. Reversing the electrode magnetization changes $q$ for a given spin and thus moves the level.

If $E$ lies below the electrode band bottom, $q=i|q|$ and $\gamma$ is imaginary. Then (\ref{s}) makes $s$ real, no current leaks into that electrode, and with both sides closed the state is bound.

\section{Second derivation: one standing wave}

\subsection{The closed well}

Now use no reflection amplitudes. For infinitely thick barriers the bound wave function can be chosen real. In the well write $\psi=A\cos\chi(z)$ with $\chi'(z)=k$. To the left $\psi\propto e^{\kappa z}$, to the right $\psi\propto e^{-\kappa z}$. Continuity of $\psi'/(m\psi)$ requires
\begin{align}
-\frac{k}{m_w}\tan\chi(0)&=\frac{\kappa}{m_b}, &\tan\chi(0)&=-\beta,\\
-\frac{k}{m_w}\tan\chi(d)&=-\frac{\kappa}{m_b}, &\tan\chi(d)&=\beta .
\end{align}
Choose $\chi(0)=-\arctan\beta$; adding $\pi$ would merely reverse the sign of $\psi$. Then $\chi(d)=n\pi+\arctan\beta$, and subtraction gives
\begin{equation}
kd=n\pi+2\arctan\beta .
\label{standing}
\end{equation}
Doubling this and using (\ref{phase}) reproduces (\ref{main}). Between its end values $\chi$ passes $\pi/2,3\pi/2,\ldots,(n-\tfrac12)\pi$, so $n$ is the number of nodes in the well.

The levels can also be counted. As $E\to V_\sigma$, $\beta\to\infty$ and $\Theta\to-2\pi$. At $E=U$, $\beta=0$ and $\Theta=2k(U)d$. Since $\Theta$ rises monotonically, there is one level for each integer $n\ge0$ satisfying $n\pi<k(U)d$. The value $-2\pi$ at the band bottom gives no state: there $\psi$ would be linear in the well, and a straight line cannot join decaying tails on both sides.

\subsection{The open well}

With finite barriers, require outgoing waves in both electrodes. This condition has solutions at complex energies $E_r-i\Gamma/2$, whose probability decays as $e^{-\Gamma t}$. Equation (\ref{s}) fixes the barrier wave. At the well face its logarithmic derivative is $-\kappa(1-s\varepsilon)/(1+s\varepsilon)$ instead of $-\kappa$, so $\beta$ becomes
\begin{equation}
\tilde\beta_j=\beta\frac{1-s_j\varepsilon_j}{1+s_j\varepsilon_j}
\simeq\beta-2\beta s_j\varepsilon_j ,
\label{betaeff}
\end{equation}
and the standing-wave condition is
\begin{equation}
kd-\arctan\tilde\beta_L-\arctan\tilde\beta_R=n\pi .
\label{open}
\end{equation}
At fixed $\varepsilon_j=0$ the energy derivative of the left side is $\Theta'/2$. Let $\delta\mathcal E$ be the complex energy change. Expanding (\ref{open}) to first order,
\begin{equation}
\frac{\Theta'}{2}\,\delta\mathcal E
=\sum_j\frac{-2\beta s_j\varepsilon_j}{1+\beta^2},\qquad
\delta\mathcal E=-\frac{4\beta}{(1+\beta^2)\Theta'}\sum_js_j\varepsilon_j .
\end{equation}
The real part of $s_j$ in (\ref{s}) gives (\ref{shift}). The imaginary part gives $-\sum_jT_j/(2\Theta')=-\Gamma/2$, the width in (\ref{lorentz}).

\section{What the two derivations assume}

Both use the same interface conditions, and their resonance conditions are algebraically equivalent. Matching with $\tilde\beta_j$ gives $r_j=(1-i\tilde\beta_j)/(1+i\tilde\beta_j)=e^{-2i\arctan\tilde\beta_j}$, so (\ref{open}) is the same equation as $r_Lr_Re^{2ikd}=1$. They differ in what they take as given.

The round-trip argument works at real energy with an incident beam. It needs the reflection amplitudes, not the potential behind them, and (\ref{main}) therefore holds for another interface model once its single-channel phases are known. It yields the line shape and peak height. It assumes that amplitudes from successive trips remain coherent; loss of phase inside the well would invalidate the sum.

The standing-wave argument has no incident beam. It needs the logarithmic derivative at each face and, for an open well, continuation to complex energy. It yields the node count and lifetime, but no transmission height. The real part of the pole, the solution of the real phase condition and the transmission maximum are three definitions of resonance energy. They agree at the first order used here but need not coincide beyond it.

The first-order results require $\varepsilon_j\ll1$ and little change of $\varepsilon$ and $\gamma$ across the resonance. The first condition also makes $T_j$ small: since $x/(1+x^2)\le\tfrac12$, (\ref{correction}) gives $T_j\le4\varepsilon_j$. Since $d\ln\varepsilon/dE=2bm_b/\kappa=\kappa b/(U-E)$, the second condition, applied to $\varepsilon$, is $|\delta\mathcal E|\,\kappa b/(U-E)\ll1$. Applied to $\gamma$, it requires the level to be much farther than $|\delta\mathcal E|$ from the electrode band bottom, where $q$ varies as a square root of energy. A level just above that bottom can be shifted below it, and the electrode then carries no current. Near the barrier top $\kappa b$ is no longer large, $\varepsilon$ approaches 1 and the first condition fails. If several bands or spin channels mix at an interface, one scalar phase no longer describes the reflection.

\section{Spin splitting and limiting cases}

The spin splitting at fixed $n$ follows by varying $V_\sigma$ in the closed well. At fixed $E$, $\partial k/\partial V_\sigma=-m_w/k$ and $\partial\beta/\partial k=-\beta/k$, so
\begin{equation}
\frac{\partial\Theta}{\partial V_\sigma}
=-\left[\frac{2m_wd}{k}+\frac{4\beta}{1+\beta^2}\frac{m_w}{k^2}\right].
\end{equation}
Keeping $\Theta=2\pi n$ while $V_\sigma$ changes gives
\begin{equation}
\frac{dE_n}{dV_\sigma}=\frac{1}{\Theta'}
\left[\frac{2m_wd}{k}+\frac{4\beta}{1+\beta^2}\frac{m_w}{k^2}\right]
=P_w .
\label{pw}
\end{equation}
The last equality identifies $P_w$ as the probability inside the well. For a normalized eigenstate, $dE_n/dV_\sigma=\langle\psi|\partial H/\partial V_\sigma|\psi\rangle$, because the terms from $d\psi/dV_\sigma$ add to $E_n\,d\langle\psi|\psi\rangle/dV_\sigma=0$; and $\partial H/\partial V_\sigma$ is 1 in the well and 0 outside. Hence
\begin{equation}
E_{n\downarrow}-E_{n\uparrow}
=\int_{V_\uparrow}^{V_\downarrow}P_w\,dV<V_\downarrow-V_\uparrow .
\end{equation}
The barrier tails do not feel the exchange potential of the well.

For $\beta\gg1$, $\arctan\beta\simeq\pi/2-1/\beta$, and (\ref{standing}) becomes
\begin{equation}
k\left(d+\frac{2m_b}{m_w\kappa}\right)\simeq(n+1)\pi .
\end{equation}
The barriers then act as hard walls displaced outward by $m_b/(m_w\kappa)$ each, and $\kappa\to\infty$ recovers (\ref{hard}). In the opposite limit $\beta\to0$, near the barrier top, $\varphi\to0$ and the faces become antinodes.

At fixed energy, (\ref{main}) also gives the thicknesses at which a level occurs:
\begin{equation}
d_n=\frac{2\pi n-\varphi_L-\varphi_R}{2k}.
\label{thickness}
\end{equation}
The period is $\pi/k$; the phases set the offset. This treats $d$ as continuous. A crystalline film comes in whole atomic layers, which sample this period, so the apparent period can differ from $\pi/k$.

\section{A worked junction}

Take $d=15$ \AA, barriers 10 \AA\ wide with $U=1$ eV, $m_b=0.4$, and mass 1 in all metals. The Fermi energy is zero. Majority and minority band bottoms, named relative to the well magnetization, are $-3$ and $-1$ eV. These are model parameters, not those of a material.

\subsection{Closed-well levels}

Near the Fermi energy lie the majority level $n=4$ at 0.2540 eV and the minority level $n=2$ at 0.1315 eV. For the first, $k=0.9242$ \AA$^{-1}$ and $\kappa=0.2799$ \AA$^{-1}$, so
\begin{equation}
\beta=\frac{0.2799}{0.4\times0.9242}=0.757,\qquad \varphi=-1.296 .
\end{equation}
The minority values are $\beta=1.385$ and $\varphi=-1.891$. The two round trips close:
\begin{align}
27.725-2(1.296)&=25.133=8\pi,\\
16.349-2(1.891)&=12.567\simeq4\pi .
\end{align}
Diagonalization on a grid reproduces all nine closed-well levels to within $10^{-5}$ eV.

Hard walls would put these levels at 1.178 and 0.504 eV, the first above the barrier itself. If the minority electron is given the phase that a majority electron has at the same energy, its level comes out at 0.017 eV instead of 0.132 eV, an error of about 60 resonance widths.

At equal $n=2$, the spin splitting is 1.8745 eV, compared with the band splitting of 2 eV. The 0.12 eV separation of the two levels nearest the Fermi energy is not an exchange splitting, since their $n$ differ.

At the Fermi energy the majority phase is $-1.480$ and the period 3.540 \AA. Equation (\ref{thickness}) gives
\begin{equation}
d_4=3.540\left(4+\frac{1.480}{\pi}\right)=15.83\ \text{\AA}.
\end{equation}
The minority level crosses at 16.20 \AA, with period 6.132 \AA.

\subsection{Widths and electrode orientation}

Since $m_w/k^2=1/[2(E-V_\sigma)]$ and $m_b/\kappa^2=1/[2(U-E)]$, (\ref{slope}) can be evaluated directly in eV. For the majority level,
\begin{equation}
\Theta'=\frac{27.725}{2(3.254)}+1.925
\left[\frac{1}{2(3.254)}+\frac{1}{2(0.746)}\right]
=5.85\ \text{eV}^{-1}.
\end{equation}
With electrodes parallel to the well, $q=k$ and $\gamma=1/\beta$. Then $\varepsilon=e^{-5.598}=0.00371$ and
\begin{equation}
T_j=\frac{16\beta^2\varepsilon}{(1+\beta^2)^2}=0.0137,\qquad
\Gamma=\frac{2(0.0137)}{5.85}=0.0047\ \text{eV}.
\end{equation}
The complex pole of the full matching equations gives 0.00473 eV. The minority width is 0.00187 eV: its $T_j$ is smaller by a factor 0.625 and its $\Theta'$ larger by 1.57.

Reversing both electrodes moves the majority level by $-0.00115$ eV and the minority level by $+0.00049$ eV, about a quarter of the respective widths. The signs follow from (\ref{correction}). For majority electrons $\gamma$ falls from 1.32 to 0.82, so $\delta\varphi$ changes from negative to positive; for minority electrons $\gamma$ rises from 0.72 to 1.20.

The widths change less, by 1\% and 4\%, because $\gamma/(1+\gamma^2)$ has its maximum at $\gamma=1$ and is unchanged under $\gamma\to1/\gamma$, and here the two values of $\gamma$ lie on opposite sides of 1 and are nearly reciprocal: their products are 1.08 and 0.87. The same ratio of $\gamma$ starting from $\gamma=1$ would lower the width by about a tenth. First order predicts 2\% for the majority change, so a difference this small is beyond its reliable accuracy, although each width separately is good to 1\%.

Finally, widen the right barrier to 12 \AA\ and reverse only the right electrode. The majority peak height falls to 0.749, in agreement with (\ref{lorentz}). The maximum differs from the phase condition by $2\times10^{-4}$ of the width. The remaining values are in the numerical output.

These widths and moves refer to a single channel at normal incidence. By the argument used for (\ref{pw}), a small in-plane momentum raises a level by $\tfrac12p^2[P_w/m_w+(1-P_w)/m_b]$. With $P_w=0.779$ this is 2 meV for the majority level at $p=0.02$ \AA$^{-1}$, already more than the move on reversal. A planar junction sums over $p$, and $k_BT$ at room temperature is 26 meV, so its conductance does not show these lines directly.

\section*{Computed values}
\begin{verbatim}
well width 15.0 A, barrier width 10.0 A
barrier top 1.0 eV, masses: metal 1.0, barrier 0.4 m_e
majority: band bottom -3.0 eV; levels n=0.. (eV):
  -2.8576 -2.4342 -1.7430 -0.8171 0.2540
  largest grid-phase difference 7.3e-06 eV
  nearest Fermi energy: n=4, E=0.2540 eV
  k=0.9242 1/A, kappa=0.2799 1/A, beta=0.7571
  2kd=27.7248 rad, phase per face=-1.2960 rad
  well probability 0.7793
  hard-wall energy for same n: 1.1781 eV
  at Fermi energy: phase per face -1.4798 rad
  crossing width 15.829 A, period 3.540 A
  P: shift 0.000645 eV (first order 0.000663)
  P: width 0.004733 eV (first order 0.004701)
  AP: shift -0.000502 eV (first order -0.000478)
  AP: width 0.004782 eV (first order 0.004790)
  level move P to AP: -0.001147 eV
minority: band bottom -1.0 eV; levels n=0.. (eV):
  -0.8666 -0.4761 0.1315 0.8163
  largest grid-phase difference 1.7e-06 eV
  nearest Fermi energy: n=2, E=0.1315 eV
  k=0.5450 1/A, kappa=0.3020 1/A, beta=1.3853
  2kd=16.3486 rad, phase per face=-1.8911 rad
  well probability 0.8806
  hard-wall energy for same n: 0.5041 eV
  at Fermi energy: phase per face -2.0137 rad
  crossing width 16.195 A, period 6.132 A
  P: shift -0.000314 eV (first order -0.000311)
  P: width 0.001873 eV (first order 0.001876)
  AP: shift 0.000176 eV (first order 0.000179)
  AP: width 0.001947 eV (first order 0.001944)
  level move P to AP: 0.000490 eV
minority n=2 with majority phase: 0.0174 eV
splitting at n=2: 1.8745 eV, band splitting 2.0 eV
asymmetric junction, majority n=4: right barrier 12.0 A
  left electrode parallel, right electrode antiparallel to well
  peak height 0.7491 (first order 0.7492)
  |peak - phase condition| / width = 2.3e-04
\end{verbatim}
